# Hopping of a dangling-bond pair from two excitation energies

Two neighbouring silicon dangling bonds at a Si/SiO2 interface are described by two equivalent, orthonormal, real orbitals, numbered 1 and 2. Together they hold two electrons. The site energy is taken as zero, and the Hamiltonian is

\[
H=-t\sum_{\sigma}\left(c_{1\sigma}^\dagger c_{2\sigma}+c_{2\sigma}^\dagger c_{1\sigma}\right)+U\left(n_{1\uparrow}n_{1\downarrow}+n_{2\uparrow}n_{2\downarrow}\right),
\]

with \(t\) real and nonzero and \(U\) real. A state is called even or odd according to its sign under exchange of the two sites. Let \(J\) be the energy of the triplet and \(K\) the energy of the odd singlet, both measured from the ground state.

## Part (a): the spectrum

**Question.** Find all two-electron energies and identify the ground state.

**Answer.** Four spin orbitals hold two electrons in six ways. With \(|0\rangle\) the empty pair, define the doubly occupied states

\[
|D_1\rangle=c_{1\uparrow}^\dagger c_{1\downarrow}^\dagger|0\rangle,\qquad |D_2\rangle=c_{2\uparrow}^\dagger c_{2\downarrow}^\dagger|0\rangle,\qquad |I_\pm\rangle=\frac{|D_1\rangle\pm|D_2\rangle}{\sqrt2},
\]

and the states with one electron per site and zero total \(S_z\),

\[
|C\rangle,\;|T_0\rangle=\frac{1}{\sqrt2}\left(c_{1\uparrow}^\dagger c_{2\downarrow}^\dagger\mp c_{1\downarrow}^\dagger c_{2\uparrow}^\dagger\right)|0\rangle ,
\]

where the upper sign gives the covalent singlet \(C\) and the lower sign the triplet \(T_0\). The other triplet states have two parallel spins, one on each site.

Exchanging the sites turns \(c_{1\uparrow}^\dagger c_{2\downarrow}^\dagger\) into \(c_{2\uparrow}^\dagger c_{1\downarrow}^\dagger=-c_{1\downarrow}^\dagger c_{2\uparrow}^\dagger\). Hence \(C\) is even and \(T_0\) is odd. The ionic singlets \(I_+\) and \(I_-\) are even and odd.

Let \(T\) be the sum over \(\sigma\) in the hopping term, without the factor \(-t\). Acting on a product of creation operators, it replaces each operator in turn by the one of the same spin on the other site:

\[
T\,c_{1\uparrow}^\dagger c_{2\downarrow}^\dagger|0\rangle=|D_2\rangle+|D_1\rangle,\qquad
T\,c_{1\downarrow}^\dagger c_{2\uparrow}^\dagger|0\rangle=-|D_2\rangle-|D_1\rangle .
\]

The minus signs in the second equation come from putting the spin-up operator first. Subtracting and adding these equations gives

\[
T|C\rangle=\frac{2(|D_1\rangle+|D_2\rangle)}{\sqrt2}=2|I_+\rangle,\qquad T|T_0\rangle=0 .
\]

For parallel spins, hopping would put two equal creation operators on one site, which gives zero. All three triplet states therefore have energy 0.

From a doubly occupied state,

\[
T|D_1\rangle=\left(c_{2\uparrow}^\dagger c_{1\downarrow}^\dagger+c_{1\uparrow}^\dagger c_{2\downarrow}^\dagger\right)|0\rangle=\sqrt2\,|C\rangle ,
\]

and \(T|D_2\rangle\) is the same. Thus \(T|I_+\rangle=2|C\rangle\), while the two contributions cancel in \(T|I_-\rangle=0\). The odd singlet \(I_-\) has energy \(U\).

The even singlets \(C\) and \(I_+\) remain coupled:

\[
H_{\rm even}=\begin{pmatrix}0&-2t\\-2t&U\end{pmatrix},\qquad E(E-U)=4t^2 .
\]

The roots are

\[
E_\pm=\frac{U\pm R}{2},\qquad R=\sqrt{U^2+16t^2}.
\]

Since \(t\neq0\), \(R>|U|\). Therefore \(E_-<0\), which places it below the triplet, and \(E_- -U=-(U+R)/2<0\), which places it below the odd singlet. The ground state is the lower even singlet for either sign of \(U\).

## Part (b): inversion

**Question.** Express \(|t|\) and \(U\) through \(J\) and \(K\). What does the remaining level add, and what happens for weak and strong interaction?

**Answer.** Subtracting the ground energy from the triplet and odd-singlet energies gives

\[
J=0-E_-=\frac{R-U}{2},\qquad K=U-E_-=\frac{R+U}{2}.
\]

Their product removes \(U\):

\[
JK=\frac{R^2-U^2}{4}=\frac{16t^2}{4}=4t^2 .
\]

Therefore

\[
\boxed{|t|=\tfrac12\sqrt{JK}},\qquad U=K-J .
\]

With the convention \(t>0\), this is \(t=\sqrt{JK}/2\). The energies contain only \(t^2\), so they cannot fix its sign. Interchanging the labels \(J\) and \(K\) leaves \(|t|\) unchanged but reverses the sign of \(U\).

The remaining singlet lies at

\[
E_+-E_-=R=J+K .
\]

Two energies determine two parameters whether or not the model is right. A third excitation measured away from \(J+K\) would contradict the model. One found at \(J+K\) would agree with it but not prove it: with \(X=0\), the integrals \(V\) and \(W\) of part (e) leave this relation unchanged, because the even singlet energies then add up to \(U+V\) and their difference is still \(J+K\).

At \(U=0\), \(J=K=2|t|\), the cost of moving one electron from the bonding to the antibonding orbital. For \(U\gg|t|\), expansion of the root gives \(R\simeq U+8t^2/U\), so

\[
J\simeq\frac{4t^2}{U},\qquad K\simeq U+\frac{4t^2}{U}.
\]

The first expression is the usual exchange energy. Solving it for the hopping gives an estimate \(t_{\rm s}\), which for \(K>J\) can be compared with the full result:

\[
t_{\rm s}=\frac{\sqrt{JU}}{2}=\frac{\sqrt{J(K-J)}}{2}=|t|\sqrt{1-\frac JK}.
\]

It is too small, and the error is set by \(J/K\).

## Part (c): numbers

**Question.** Take \(J=20\) meV and \(K=500\) meV. Find \(t\), \(U\) and the fourth level, and judge the sensitivity to the inputs.

**Answer.** These are chosen model values. They give

\[
t=\frac{\sqrt{20\times500}}2\ \text{meV}=50\ \text{meV}=0.050\ \text{eV},
\]

\[
U=500-20=480\ \text{meV}=0.480\ \text{eV}.
\]

The fourth level lies at \(20+500=520\) meV. Diagonalizing the six-state Hamiltonian with these parameters gives a ground energy of \(-20\) meV, as required by \(E_-=-J\).

The strong-repulsion estimate is \(\sqrt{20\times480}/2=49.0\) meV, which is 2.0% below the full result.

For small errors, the logarithm of the inversion formula gives

\[
\frac{\delta t}{t}=\frac12\left(\frac{\delta J}{J}+\frac{\delta K}{K}\right).
\]

Raising either input by 10%, with the other fixed, changes \(t\) from 50.0 to 52.4 meV. For \(J\) this is a change of only 2 meV, while for \(K\) it is 50 meV. The small splitting therefore needs the finer absolute energy resolution.

## Part (d): recognizing the odd singlet

**Question.** The two upper singlets are only \(J\) apart. Show how an electric field along the pair axis distinguishes them, and find the strength of the transition.

**Answer.** With site positions \(\pm d/2\), the electric dipole along the axis is proportional to

\[
P=\frac{n_1-n_2}{2}.
\]

Write the ground state as \(|G\rangle=\alpha|C\rangle+\beta|I_+\rangle\), with real coefficients. The first row of the even block reads \(-2t\beta=E_-\alpha=-J\alpha\). Hence

\[
\frac{\beta^2}{\alpha^2}=\frac{J^2}{4t^2}=\frac{J^2}{JK}=\frac JK,
\qquad
\beta^2=\frac{J}{J+K},
\]

where the last step uses \(\alpha^2+\beta^2=1\). This \(\beta^2\) is the ionic weight, the probability of finding both electrons on one site.

Since \(P|D_1\rangle=|D_1\rangle\), \(P|D_2\rangle=-|D_2\rangle\) and \(P|C\rangle=0\), we have \(P|I_+\rangle=|I_-\rangle\). Thus

\[
P|G\rangle=\beta|I_-\rangle,\qquad |\langle I_-|P|G\rangle|^2=\frac{J}{J+K}.
\]

The field reaches the odd singlet but not the upper even singlet. Here the squared matrix element is \(20/520=3.85\%\). It is small because a mostly covalent ground state contains little charge fluctuation. The triplet is not reached either, because \(P\) conserves spin. Its energy has to be found in another way, for example from the temperature dependence of the magnetic susceptibility.

## Part (e): other Coulomb integrals

**Question.** Denote by \(v\) the interaction between the electrons and let

\[
(pq|rs)=\iint \phi_p(\mathbf r)\phi_q(\mathbf r)\,v\,\phi_r(\mathbf r')\phi_s(\mathbf r')\,d\mathbf r\,d\mathbf r'.
\]

Besides \(U=(11|11)\), retain \(V=(11|22)\), \(X=(12|12)\) and \(W=(11|12)=(22|12)\). How does the inversion change?

**Answer.** The spatial parts of the covalent singlet and triplet are \((\phi_1\phi_2'\pm\phi_2\phi_1')/\sqrt2\), where a prime marks the second electron. Those of the ionic singlets are \((\phi_1\phi_1'\pm\phi_2\phi_2')/\sqrt2\). The diagonal elements of \(v\) follow by multiplying out:

\[
\begin{aligned}
\langle C|v|C\rangle&=\tfrac12(2V+2X)=V+X,\\
\langle T_0|v|T_0\rangle&=\tfrac12(2V-2X)=V-X,\\
\langle I_\pm|v|I_\pm\rangle&=\tfrac12(2U\pm2X)=U\pm X .
\end{aligned}
\]

Between \(I_+\) and \(C\) there are four equal terms, so \(\langle I_+|v|C\rangle=4W/2=2W\). Adding the hopping element gives \(-2(t-W)\). The even singlets now obey

\[
(V+X-E)(U+X-E)=4(t-W)^2 .
\]

Let \(E\) be the lower root and the ground energy. Then \(J=V-X-E\) and \(K=U-X-E\), so the two brackets are \(J+2X\) and \(K+2X\):

\[
(J+2X)(K+2X)=4(t-W)^2,\qquad K-J=U-V .
\]

Intersite repulsion therefore leaves the hopping formula unchanged, but the recovered repulsion is \(U-V\). Density-assisted hopping \(W\) cannot be separated from \(t\) by these energies. The integral \(X\) does change the formula. It lowers the triplet by direct exchange and also moves pairs between the sites.

For a rough size of \(V\), take a distance of 0.8 nm and the mean of the rough relative permittivities 12 of silicon and 3.9 of the oxide, which is about 8:

\[
V\simeq\frac{e^2}{4\pi\varepsilon_0\,(8)\,(0.8\ \text{nm})}\simeq0.2\ \text{eV}.
\]

The on-site repulsion \(U=(K-J)+V\) would then be about 0.7 eV. Macroscopic screening is a crude assumption at this distance, so this is an order of magnitude.

For an assumed \(X=1\) meV and the same measured energies, the effective hopping is \(\sqrt{22\times502}/2=52.5\) meV, 5% above the value without \(X\). The correction matters when \(2X\) is not small compared with \(J\), even if it is negligible beside \(K\).

## Part (f): unequal sites

**Question.** Return to the original model and add \((D/2)(n_1-n_2)\). Derive the relation that replaces the inversion. Find the error for \(D=50\) meV with \(t\) and \(U\) fixed.

**Answer.** The added term is \(DP\). It vanishes on every triplet state, so their energy stays at 0. It couples \(I_+\) to \(I_-\) with strength \(D\). In the order \(C,I_+,I_-\), the singlet matrix is

\[
\begin{pmatrix}0&-2t&0\\-2t&U&D\\0&D&U\end{pmatrix}.
\]

Let the ground-state amplitudes be \(a,b,g\), and set \(E=-J\) and \(K'=U+J=U-E\). The third row gives \(g=-Db/K'\). The second then gives

\[
2ta=K'b+Dg=\left(K'-\frac{D^2}{K'}\right)b .
\]

The first row gives \(-2tb=-Ja\), or \(a=2tb/J\). Substitution and division by \(b\) yield

\[
J\left(K'-\frac{D^2}{K'}\right)=4t^2 .
\]

For \(D\ne0\), \(I_-\) is no longer an eigenstate. If also \(U\ne0\), no level lies at energy \(U\), so \(K'\) is no longer an observed excitation energy.

For small \(D\), second-order perturbation theory uses the matrix element \(D\beta\) and the energy denominator \(-K\) of the symmetric pair:

\[
\Delta E_{\rm ground}=-\frac{D^2\beta^2}{K}=-\frac{D^2J}{K(J+K)} .
\]

Diagonalization at \(D=50\) meV gives a triplet energy of 20.19 meV and a middle-singlet energy of 460.3 meV. Using the latter as \(K\) gives an apparent hopping of

\[
\frac{\sqrt{20.19\times460.3}}2\ \text{meV}=48.2\ \text{meV},
\]

about 4% below the true 50 meV. The lowered singlet energy alone would make the result 4.1% too small; the slightly raised triplet energy offsets this by 0.5%. The two ionic levels of the symmetric pair are only \(J=20\) meV apart, so a 50 meV mismatch mixes them strongly. Both upper singlets then absorb: the middle one carries about 69% and the upper one about 31% of the squared matrix element of \(P\). Taking the upper line, at 560.3 meV, as \(K\) gives 53.2 meV, about 6% too high, so the sign of the error depends on which line is used. To preserve the odd label, \(D\) must be small compared with \(J\); being small compared with \(K\) is not enough.

## Part (g): lattice relaxation

**Question.** Let the lattice create the mismatch \(D\) at an elastic cost \(D^2/(4L)\). Interpret \(L\), decide whether the ground state stays symmetric for \(L=200\) meV, and find the error made by using a relaxed excitation energy for \(K\).

**Answer.** Without hopping, the lower ionic state has energy \(U-|D|+D^2/(4L)\). Its derivative vanishes at \(|D|=2L\), where the energy is \(U-L\). Thus \(L\) is the relaxation energy of an isolated ionic state.

For the ground state at small \(D\), the total energy changes by

\[
D^2\left[\frac1{4L}-\frac{J}{K(J+K)}\right].
\]

The symmetric geometry is locally stable if \(4L\,J/(J+K)<K\). Here the left side is \(4\times200\times0.0385\simeq31\) meV, far below 500 meV. This does not exclude a lower minimum at large distortion. A scan of \(D\) from 0 to 800 meV in steps of 1 meV finds the lowest ground-state energy at \(D=0\).

The middle singlet instead has its minimum at \(D=342\) meV. Since the derivative of an eigenvalue is the expectation value of the derivative of \(H\), a minimum obeys

\[
\langle P\rangle+\frac{D}{2L}=0 .
\]

Thus \(|\langle P\rangle|=342/400\simeq0.86\). A fully ionic state on one site would have the value 1, so this state is strongly but not completely polarized.

Measured from the symmetric ground state, the relaxed excitation energy is 333 meV. Inserted for \(K\), with \(J\) fixed, it gives

\[
\frac{\sqrt{20\times332.9}}2\ \text{meV}=40.8\ \text{meV},
\]

which is 18% too small. The formula requires the vertical energy \(K=500\) meV, with the atoms held at the ground-state geometry.

## Part (h): temperature and the real interface

**Question.** Find the triplet population at 300 K and 77 K. Then assess the isolated-pair model for silicon dangling bonds.

**Answer.** For a pair that keeps two electrons, the three triplet states have total population

\[
p_T=\frac{3e^{-J/k_BT}}{1+3e^{-J/k_BT}+e^{-K/k_BT}+e^{-(J+K)/k_BT}} .
\]

At 300 K, \(k_BT=25.85\) meV exceeds \(J\), and \(p_T=58\%\). At 77 K, \(k_BT=6.64\) meV and \(p_T=13\%\). The threefold degeneracy makes the triplet more populated than the ground state at room temperature. With the lattice held rigid, heating does not change \(J\) or \(K\), but it weakens the transition at \(K\): the triplet cannot absorb through \(P\), because \(P\) gives zero on it. The lattice of part (g) is not rigid. Equipartition, \(\langle D^2\rangle/(4L)\simeq k_BT/2\), gives an rms mismatch \(\sqrt{2Lk_BT}\) of about 100 meV at 300 K and 50 meV at 77 K for \(L=200\) meV, and zero-point motion adds to this. These values are larger than \(J\), so for such a coupling the two upper singlets are mixed and the line at \(K\) becomes a band of comparable width. In a classical average at 300 K its centre lies about 10% below 500 meV. The selection rule of part (d) is sharp only when these fluctuations are small compared with \(J\).

The odd singlet must also lie below the energy at which the pair exchanges an electron with the silicon bands. Rough values for an isolated interface dangling bond are a donor level 300 meV and an acceptor level 850 meV above the valence edge, in a gap of about 1100 meV. Moving an electron from the neutral defect to the conduction band costs about \(1100-300=800\) meV. Filling the defect from the valence band costs 850 meV. The lower threshold, about 800 meV, exceeds \(K=500\) meV, so a discrete odd singlet is plausible. The comparison is rough because it ignores the interaction of the pair and mixes relaxed defect levels with a vertical excitation.

The same levels imply a relaxed on-site repulsion of \(850-300=550\) meV. The model's on-site repulsion of about 0.7 eV, less the assumed ionic relaxation of 0.2 eV, is about 0.5 eV. This is of similar size, but it does not test the model, because \(V\) is only a rough estimate and \(L\) was assumed. The 0.8 nm separation is special: interface dangling bonds are typically much farther apart, and \(t\) and \(J\) are then far smaller. In a real close pair, strain and oxide disorder break the equivalence of the sites. The assumed 50 meV mismatch lowers the inferred \(t\) by about 4% if the middle singlet is taken as \(K\) (and raises it by about 6% if the upper one is), whereas using a relaxed energy for \(K\) lowers it by 18%. These are model estimates, not measured errors; the full set of values is in the numerical output.

## Table of computed values

```
Input triplet energy J: 20.0 meV
Input odd-singlet energy K: 500.0 meV
Recovered hopping t: 50.00 meV = 0.0500 eV
Recovered repulsion U = K - J: 480.0 meV = 0.480 eV
Ground energy, diagonalized: -20.00 meV
Fourth level above ground: 520.0 meV
Ionic weight of ground state: 3.85 %
Strong-repulsion estimate of t: 48.99 meV
Error of that estimate: -2.02 %
t if J is 10 % larger: 52.44 meV
t if K is 10 % larger: 52.44 meV
Assumed pair distance: 0.8 nm
Rough relative permittivity, Si: 11.7
Rough relative permittivity, SiO2: 3.9
Mean relative permittivity: 7.8
Intersite repulsion V: 231 meV
On-site repulsion if V is included: 711 meV
Assumed exchange integral X: 1.0 meV
t corrected for X: 52.55 meV
Assumed site mismatch D: 50 meV
Triplet energy with mismatch: 20.19 meV
Middle-singlet energy with mismatch: 460.3 meV
Apparent t with mismatch: 48.21 meV
Assumed ionic relaxation energy L: 200 meV
Mismatch at ground-state minimum: 0 meV
Mismatch at excited-state minimum: 342 meV
Relaxed excitation energy: 332.9 meV
Apparent t from relaxed energy: 40.80 meV
Thermal energy at 300 K: 25.85 meV
Triplet population at 300 K: 58.1 %
Thermal energy at 77 K: 6.64 meV
Triplet population at 77 K: 12.8 %
Rough silicon gap: 1120 meV
Rough donor level above valence edge: 300 meV
Rough acceptor level above valence edge: 850 meV
Rough band-exchange threshold: 820 meV
```
